# Nonradiative Carrier Capture from Static Electron-Phonon Coupling, part 1

(Sections cited here and not found follow in the second part.)

## 1. The result

A defect in a semiconductor captures a carrier from a band and gives the released energy to lattice vibrations. Let one carrier occupy a volume \(V\) around one defect. Before capture the defect is in charge state \(i\), with the carrier in the band. After capture it is in charge state \(f\), with the carrier bound. The capture coefficient is

\[
C=V\,g\,\frac{2\pi}{\hbar}\,W^2\,(Q_c-Q_0)^2\,\frac{F_p(T)}{\hbar\Omega}, \tag{1}
\]

with the vibrational weight

\[
F_p=e^{-S(2\bar n+1)}\left(\frac{\bar n+1}{\bar n}\right)^{p/2} I_p\!\left(2S\sqrt{\bar n(\bar n+1)}\right). \tag{2}
\]

The symbols are as follows.

- \(Q\) is the mass-weighted coordinate of one effective vibration of angular frequency \(\Omega\). The energy minima lie at \(Q_i\) and \(Q_f=Q_i+\Delta Q\).
- \(\Delta E=p\hbar\Omega\) is the energy released between the lowest vibrational levels, with \(p\) a positive integer.
- \(\lambda=\tfrac12\Omega^2\Delta Q^2\) is the relaxation energy and \(S=\lambda/\hbar\Omega\) the Huang-Rhys factor.
- \(\bar n=1/(e^{\hbar\Omega/kT}-1)\) is the thermal phonon number, and \(I_p\) is the modified Bessel function.
- \(W\) is the electronic coupling per unit of \(Q\), evaluated at a reference geometry \(Q_0\).
- \(Q_c\) is the point where the two energy curves cross.
- \(g\) is the number of equivalent final configurations.

If \(N\) empty defects and \(n\) carriers are present per unit volume, \(CnN\) captures occur per unit volume and time. The formula holds for weak coupling, equal frequencies in the two charge states, coupling linear in \(Q\), and vibrations in thermal equilibrium before capture. It is an average over a small range of \(\Delta E\), for the reason given in section 4.

## 2. Electronic states held at one geometry

The Hamiltonian is

\[
H=\frac{P^2}{2}+H_{\rm el}(Q),
\]

where \(P\) is the momentum conjugate to \(Q\). No mass appears because it has been absorbed into \(Q\), whose usual unit is \(\mathrm{amu}^{1/2}\,\text{Å}\).

Choose a geometry \(Q_0\) and solve the electronic problem there:

\[
H_{\rm el}(Q_0)\,\psi_a=\varepsilon_a\psi_a .
\]

The states \(\psi_i\) and \(\psi_f\) describe all the electrons. They are kept fixed while the nuclei move, and this is the meaning of static coupling. Since \(\psi_a\) does not depend on \(Q\), the momentum \(P\) acts on the vibrational factor alone, and the kinetic energy does not couple \(i\) to \(f\). All coupling comes from \(H_{\rm el}\). Expand it:

\[
H_{\rm el}(Q)=H_{\rm el}(Q_0)+(Q-Q_0)\frac{\partial H_{\rm el}}{\partial Q}+\dots
\]

The first term has no element between \(\psi_i\) and \(\psi_f\), because they are its eigenstates. To first order the off-diagonal element is therefore

\[
\langle\psi_i|H_{\rm el}(Q)|\psi_f\rangle=W(Q-Q_0),\qquad
W=\left\langle\psi_i\left|\frac{\partial H_{\rm el}}{\partial Q}\right|\psi_f\right\rangle . \tag{3}
\]

The states are chosen real, so \(W\) is real. The diagonal elements give one potential curve for each charge state. They are modelled as parabolas of equal curvature:

\[
U_i=\tfrac12\Omega^2(Q-Q_i)^2+\Delta E,\qquad
U_f=\tfrac12\Omega^2(Q-Q_f)^2 . \tag{4}
\]

The zero-point energies are equal, so the difference between the minima is also the difference \(\Delta E\) between the lowest levels. Other electronic states enter through the fitted shapes of the curves; their further effect on the transition is neglected.

## 3. The coupling as a first-order mixing

The element \(W\) can be found without differentiating the Hamiltonian. Let \(\psi_f(Q)\) be the electronic eigenstate that develops from \(\psi_f\) when the geometry moves from \(Q_0\) to \(Q\). The perturbation is \((Q-Q_0)\,\partial H_{\rm el}/\partial Q\), and first-order perturbation theory gives

\[
\psi_f(Q)\simeq\psi_f+(Q-Q_0)\sum_{a\ne f}\psi_a\,
\frac{\langle\psi_a|\partial H_{\rm el}/\partial Q|\psi_f\rangle}{\varepsilon_f-\varepsilon_a}.
\]

Projection on \(\psi_i\) keeps the term \(a=i\):

\[
\langle\psi_i|\psi_f(Q)\rangle\simeq\frac{W}{\varepsilon_f-\varepsilon_i}\,(Q-Q_0). \tag{5}
\]

So \(W\) is the slope of an overlap multiplied by an energy gap. The gap is the vertical one, taken at the fixed geometry \(Q_0\), and not the relaxed energy \(\Delta E\). In a mean-field calculation the many-electron states can be replaced by the band orbital and the defect orbital, and the gap by the difference of their orbital energies. That replacement is an approximation in addition to those made here.

Equation (5) was tested on a six-level electronic matrix with a random linear dependence on \(Q\). The overlap slope between two of its states, from finite differences, was \(-0.00362\). The right-hand side gave the same value to the digits printed.

The expansion needs a gap that is large compared with \(|W(Q-Q_0)|\). It fails at a reference geometry where the defect level lies inside the band, because band states are then nearly degenerate with it.

## 4. The transition rate

Take as unperturbed states the products \(\psi_i\chi_{im}\) and \(\psi_f\chi_{fn}\), where \(\chi_{im}\) and \(\chi_{fn}\) are the oscillator states of the two curves. Their energies, apart from the common zero-point energy, are \(\Delta E+m\hbar\Omega\) and \(n\hbar\Omega\). From (3), the matrix element of the perturbation is

\[
M_{mn}=W\langle\chi_{im}|Q-Q_0|\chi_{fn}\rangle .
\]

Let the system start in level \(m\) and define \(D=\Delta E+m\hbar\Omega-n\hbar\Omega\). The first-order amplitude after time \(t\) is

\[
c_n(t)=-\frac{i}{\hbar}M_{mn}\int_0^t e^{-iDt'/\hbar}\,dt' .
\]

The integral has modulus \(2\hbar\,|\sin(Dt/2\hbar)/D|\), so that

\[
|c_n(t)|^2=M_{mn}^2\,\frac{4\sin^2(Dt/2\hbar)}{D^2}. \tag{6}
\]

For one discrete final level this probability oscillates in time and defines no rate. A single isolated mode has an evenly spaced ladder of such levels. In a crystal the many other modes spread each level over a range of energy. The simplest account of this spread is to average (6) over values of \(\Delta E\) in a window of width \(\hbar\Omega\) centred on \(p\hbar\Omega\). The levels are \(\hbar\Omega\) apart, so one of them, \(n=m+p\), becomes resonant inside the window.

When \(\Omega t\gg1\), the peak in (6) is much narrower than the window and the integral may be extended to infinity. With \(y=Dt/2\hbar\),

\[
\int_{-\infty}^{\infty}\frac{4\sin^2(Dt/2\hbar)}{D^2}\,dD
=\frac{2t}{\hbar}\int_{-\infty}^{\infty}\frac{\sin^2y}{y^2}\,dy
=\frac{2\pi t}{\hbar}.
\]

Division by the window width gives the averaged probability. It grows in proportion to \(t\), and its slope is the rate

\[
r_m=\frac{2\pi}{\hbar}\,\frac{M_{m,m+p}^2}{\hbar\Omega}. \tag{7}
\]

The neglected tails and the neighbouring levels contribute a relative error that falls as \(1/\Omega t\). Its prefactor is large when the other lines are much stronger than the resonant one: for the lowest initial level of the example in section 11 the error is about \(36/\Omega t\). The time must also be short enough for the captured probability to stay small. The averaging is justified when the real broadening fills the gaps between levels, yet is narrow enough that stronger lines on one side nearly offset weaker ones on the other.

This step was tested by solving the Schrödinger equation for the two coupled curves, with \(S=4\), \(p=6\) and the lowest initial level. The coupling was \(10^{-4}\hbar\Omega\) per zero-point spread of the coordinate. After 50 vibrational periods, the captured probability averaged over the window was 0.998 of the prediction of (7). The test required agreement within 2%.

Before capture the levels are occupied with weights

\[
w_m=(1-\rho)\rho^m,\qquad \rho=e^{-\hbar\Omega/kT}.
\]

For one final configuration the thermal rate is therefore

\[
r=\frac{2\pi}{\hbar}\,\frac{W^2}{\hbar\Omega}\sum_m w_m
\left|\langle\chi_{im}|Q-Q_0|\chi_{f,m+p}\rangle\right|^2 . \tag{8}
\]

## 5. The linear coupling acts at the crossing

The factor \(Q-Q_0\) in (8) can be removed from the matrix element. Let \(x=Q-Q_i\) and write the two vibrational Hamiltonians without the offset \(\Delta E\):

\[
h_i=\frac{P^2}{2}+\frac12\Omega^2x^2,\qquad
h_f=\frac{P^2}{2}+\frac12\Omega^2(x-\Delta Q)^2 .
\]

Expanding the square and subtracting, the terms in \(P^2\) and \(x^2\) cancel:

\[
h_f-h_i=-\Omega^2\Delta Q\,x+\tfrac12\Omega^2\Delta Q^2 .
\]

Take this operator between \(\chi_{im}\) and \(\chi_{fn}\). On the left-hand side, \(h_f\) acts to the right and gives \((n+\tfrac12)\hbar\Omega\), while \(h_i\) acts to the left and gives \((m+\tfrac12)\hbar\Omega\). Therefore

\[
(n-m)\hbar\Omega\,\langle\chi_{im}|\chi_{fn}\rangle
=-\Omega^2\Delta Q\,\langle\chi_{im}|x|\chi_{fn}\rangle
+\tfrac12\Omega^2\Delta Q^2\langle\chi_{im}|\chi_{fn}\rangle .
\]

Solve for the element of \(x\) and set \(n-m=p\), with \(p\hbar\Omega=\Delta E\):

\[
\langle\chi_{im}|x|\chi_{f,m+p}\rangle
=\left[\frac{\Delta Q}{2}-\frac{\Delta E}{\Omega^2\Delta Q}\right]
\langle\chi_{im}|\chi_{f,m+p}\rangle . \tag{9}
\]

The bracket has a direct meaning. The curves in (4) differ by

\[
U_i-U_f=\Delta E-\lambda+\Omega^2\Delta Q\,x, \tag{10}
\]

which vanishes at

\[
x_c=Q_c-Q_i=\frac{\lambda-\Delta E}{\Omega^2\Delta Q}
=\frac{\Delta Q(\lambda-\Delta E)}{2\lambda}. \tag{11}
\]

The last form uses \(\Omega^2\Delta Q=2\lambda/\Delta Q\). Since \(\lambda/(\Omega^2\Delta Q)=\Delta Q/2\), the bracket in (9) equals \(x_c\). Subtracting the constant \(Q_0-Q_i\) from both sides gives

\[
\langle\chi_{im}|Q-Q_0|\chi_{f,m+p}\rangle=(Q_c-Q_0)\,\langle\chi_{im}|\chi_{f,m+p}\rangle . \tag{12}
\]

For parabolas of equal frequency this is an identity for every \(m\), with no classical approximation. The linear coupling acts as if it had the constant value

\[
v=W(Q_c-Q_0),
\]

which is its value at the crossing. A quadrature over 25 initial and 75 final oscillator states, with the crossing recomputed for each level difference, satisfied (12) to about \(2\times10^{-15}\) \(\mathrm{amu}^{1/2}\,\text{Å}\).

If the frequencies differ, \(h_f-h_i\) also contains \(x^2\) and the identity is lost. If \(Q_c\) happens to coincide with \(Q_0\), the linear model gives no capture, and terms beyond (3) decide the rate.

## 6. The thermal sum of displaced overlaps

There remains the sum

\[
F_p=\sum_m w_m|\langle\chi_{im}|\chi_{f,m+p}\rangle|^2 .
\]

Let \(b\) be the lowering operator of the initial oscillator, \(\mathcal N=b^\dagger b\), and \(x=\sqrt{\hbar/2\Omega}\,(b+b^\dagger)\). Define

\[
\mathcal D(\alpha)=e^{\alpha b^\dagger-\alpha^*b}.
\]

It obeys \(\mathcal D^\dagger(s)\,b\,\mathcal D(s)=b+s\) for real \(s\), so it shifts \(x\) by \(2s\sqrt{\hbar/2\Omega}\). This equals \(\Delta Q\) if \(s=\Delta Q\sqrt{\Omega/2\hbar}\), and then \(s^2=\Omega\Delta Q^2/2\hbar=S\). The final oscillator states are \(\mathcal D(s)|n\rangle\).

Collect all the weights in one function:

\[
G(\theta)=\sum_pF_pe^{ip\theta}
=\sum_mw_m\langle m|e^{-i\theta\mathcal N}\mathcal D(s)e^{i\theta\mathcal N}\mathcal D^\dagger(s)|m\rangle .
\]

The left exponential supplies \(e^{-im\theta}\), and the inner one supplies \(e^{in\theta}\) for each final level. Because \(e^{-i\theta\mathcal N}b^\dagger e^{i\theta\mathcal N}=e^{-i\theta}b^\dagger\), the first three operators form \(\mathcal D(se^{-i\theta})\). The last operator is \(\mathcal D(-s)\).

When the commutator of two exponents is a number, the exponentials combine with half that commutator:

\[
\mathcal D(\alpha)\mathcal D(\beta)=e^{(\alpha\beta^*-\alpha^*\beta)/2}\,\mathcal D(\alpha+\beta).
\]

For \(\alpha=se^{-i\theta}\) and \(\beta=-s\), the prefactor is

\[
e^{S(e^{i\theta}-e^{-i\theta})/2}=e^{iS\sin\theta}.
\]

The combined displacement \(\gamma=s(e^{-i\theta}-1)\) has \(|\gamma|^2=2S(1-\cos\theta)\).

Its thermal average follows from the same rule, written as \(\mathcal D(\gamma)=e^{-|\gamma|^2/2}e^{\gamma b^\dagger}e^{-\gamma^*b}\). Terms with equal powers of \(b^\dagger\) and \(b\) survive the average. They need

\[
\langle b^{\dagger k}b^k\rangle=(1-\rho)\sum_{m\ge k}\rho^m\frac{m!}{(m-k)!}
=k!\left(\frac{\rho}{1-\rho}\right)^k=k!\,\bar n^k .
\]

Hence

\[
\langle\mathcal D(\gamma)\rangle=e^{-|\gamma|^2/2}\sum_k\frac{(-|\gamma|^2)^k}{(k!)^2}\,k!\,\bar n^k
=e^{-|\gamma|^2(\bar n+1/2)} .
\]

Combining this with the prefactor, and writing the sine and cosine as exponentials,

\[
G(\theta)=\exp\!\left[-S(2\bar n+1)+S(\bar n+1)e^{i\theta}+S\bar n\,e^{-i\theta}\right]. \tag{13}
\]

The term with \(e^{i\theta}\) describes emission of phonons, and the term with \(e^{-i\theta}\) their absorption.

The Bessel functions are defined by \(e^{z(u+1/u)/2}=\sum_pI_p(z)u^p\). Choose \(z=2S\sqrt{\bar n(\bar n+1)}\) and \(u=e^{i\theta}\sqrt{(\bar n+1)/\bar n}\). Then \(zu/2=S(\bar n+1)e^{i\theta}\) and \(z/2u=S\bar n e^{-i\theta}\), as (13) requires. The coefficient of \(e^{ip\theta}\) is equation (2).

# Second half: the capture coefficient, its limits and an example

## 7. What is carried over

The curves for the charge states \(i\) and \(f\) have minima \(\Delta Q\) apart, frequency \(\Omega\), relaxation energy \(\lambda=S\hbar\Omega\) and released energy \(\Delta E=p\hbar\Omega\). They cross at \(Q_c=Q_i+\Delta Q(\lambda-\Delta E)/2\lambda\). The electronic coupling is \(W(Q-Q_0)\), and its effective value is \(v=W(Q_c-Q_0)\). The displaced overlaps, summed over the thermal occupation of the initial levels, give \(F_p\), whose generating function is (13). From (8) and (12), the rate for one carrier and one final configuration is

\[
r=\frac{2\pi}{\hbar}\,v^2\,\frac{F_p}{\hbar\Omega}. \tag{14}
\]

## 8. From a rate to a capture coefficient

One carrier in the volume \(V\) is a density \(1/V\). The rate per empty defect is \(C\) times the density, so one configuration gives \(C=Vr\). With \(g\) equivalent final configurations reached independently, \(C=gVr\), which is equation (1). A restriction on the total spin would add a factor below one; it is taken as one here.

The result must not depend on the chosen volume. The bound state is localized, while a normalized band state has an amplitude proportional to \(V^{-1/2}\) near the defect. Hence \(W^2\propto1/V\), and \(VW^2\) tends to a constant for large \(V\). The volume in (1) must be the one in which \(W\) was computed.

This scaling was tested on a cubic lattice with nearest-neighbour hopping \(-1\) and one site of energy \(-12\), whose energy depends on \(Q\). Between edge lengths of 24 and 48 sites, \(W^2\) varied as \(V^{-1.027}\); the test allowed a deviation of 0.05 in the power. A small correction that falls with the edge length is expected, because the defect disturbs the band state in a finite box.

The capture coefficient (1), with its vibrational weight (2), has now been derived for weak linear coupling and equal frequencies, and it tends to a value independent of the chosen volume when that volume is large. What remains is the choice of reference geometry, the limits of low and high temperature, a worked example, and the effects that the model leaves out.
